# Meta-GGA radial equation and pseudization conditions for PAW and ultrasoft generators, part 3

The problem is which conditions the smooth $\tilde v_\tau$ of a PAW or ultrasoft generator must meet for a meta-GGA $e(n,\sigma,\tau)$, with density $n$, $\sigma=|\nabla n|^2$ and kinetic energy density $\tau$. Subscripts on $e$ are partial derivatives, $v_\tau=e_\tau$, and the mass is $1/A$ with $A=1+v_\tau$. Algebra is in atomic units, numbers in eV and Å, with $\hbar^2/m_e=7.620$ eV Ų. For $\psi=RY_{lm}$, a shell of $f$ electrons gives

$$n=\frac{f}{4\pi}R^2,\qquad \tau=\frac{f}{8\pi}\Big[R'^2+\frac{l(l+1)}{r^2}R^2\Big].\tag{4}$$

The potential and the equations for $u=rR$, with $P=u$, $Q=\tfrac12A(u'-u/r)$, are

$$v=-\frac Zr+v_H+e_n-g'-\frac{2g}{r},\qquad g=2e_\sigma n' .\tag{3}$$

$$-\tfrac12(Au')'+\Big[\frac{A\,l(l+1)}{2r^2}+\frac{A'}{2r}+v\Big]u=\varepsilon u .\tag{6}$$

$$P'=\frac Pr+\frac{2Q}{A},\qquad Q'=-\frac Qr+\Big[\frac{A\,l(l+1)}{2r^2}+v-\varepsilon\Big]P .\tag{7}$$

Tildes mark smooth counterparts; $\tilde H$ is the operator of (6) with $\tilde A=1+\tilde v_\tau$ and $\tilde v$. The projectors are

$$\chi_j=(\varepsilon_j-\tilde H)\tilde u_j,\qquad B_{ij}=\int\tilde u_i\chi_j\,dr,\qquad p_i=\sum_k\chi_k(B^{-1})_{ki},\tag{16}$$

with $S_{ij}=\int_0^{r_c}u_iu_j\,dr$, $q_{ij}=S_{ij}-\tilde S_{ij}$, $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$. Outside $r_c$, $\tilde v_\tau=v_\tau$ and $\tilde v=v$ are required, from the two-wave identity $u_i\chi_j-u_j\chi_i=\tfrac12(\Delta A\,W_{ij})'$, $\Delta A=\tilde A-A$, $W_{ij}=u_iu_j'-u_ju_i'$. With $[X]=X(r_c^+)-X(r_c^-)$, $[A]\ne0$ gives a delta function of weight $[Q]$; for $[A]=0$,

$$\chi(r_c^-)=-\tfrac12A\,[u'']-\tfrac12[A']\Big(u'-\frac ur\Big)+[v]\,u .\tag{19}$$

Order $M$ means matching $\tilde u$, $\tilde v_\tau$, $\tilde v$ through derivatives $M+1$, $M$, $M-1$. For $l=0$ the plane-wave component is

$$F(k)=[Q]\frac{\sin kr_c}{k}-\chi(r_c^-)\frac{\cos kr_c}{k^2}+\chi'(r_c^-)\frac{\sin kr_c}{k^3}+\chi''(r_c^-)\frac{\cos kr_c}{k^4}+\frac{\chi(0)}{k^2}-\frac{\chi''(0)}{k^4}+\dots\tag{20}$$

Magnesium with r²SCAN has $r_c=1.10$ Å, where $A=1.0584$, $A'=0.857$ Å⁻¹ and, for 3s ($-4.8112$ eV), $u=0.76608$ Å$^{-1/2}$, $u'-u/r=-0.25145$ Å$^{-3/2}$. The quadratic $\tilde A$ is $X+Y(r^2-r_c^2)/2r_c$, with value $X$ and slope $Y$ at $r_c$. Also $\tau_W=\sigma/8n$, $\tau_P=\tau-\tau_W$, $\alpha=\tau_P/\tau_{\rm unif}$, $\tau_{\rm unif}=\tfrac3{10}(3\pi^2)^{2/3}n^{5/3}$.

At the origin, $A=a_0+a_1r+\dots$, $rv=w_0+w_1r+\dots$ ($w_0=-Z_{\rm eff}$) and $R=r^l\sum_jc_jr^j$ give

$$\tfrac12N(N+2l+1)\,a_0c_N=\sum_{j=0}^{N-1}\Big\{\tfrac12a_{N-j}\big[l(l+1)-(l+j)(l+N+1)\big]+w_{N-j-1}\Big\}c_j-\varepsilon\,c_{N-2},\tag{12}$$

For $\tilde R=r^l(c_0+c_2r^2+\dots)$, even $\tilde v$, and $\tilde A=a_0+a_1r+\dots$ with a linear term,

$$\chi\to\tfrac12\,l\,a_1c_0\,r^{\,l}\qquad(l\ge1),\tag{21}$$

one power short of $r^{l+1}$. A $p$ projector $\chi Y_{1m}/r$ then tends to a direction-dependent constant at the origin and is discontinuous there. For $l=0$ the coefficient vanishes and the first offending term is $a_1c_2$: $\tilde R'=2c_2r$, $r^2\tilde A\tilde R'\supset2a_1c_2r^4$, and half its derivative is $4a_1c_2r^3$, so $\chi/r\supset4a_1c_2r$, a conical cusp, which by the last term of (20) leaves the tail $-8a_1c_2/k^4$. A higher odd coefficient $a_i$ acts in the same way at higher order, with factor $\tfrac12il$ on $c_0$. Conversely, if all odd $a_i$ and all even $w_i$ vanish, (12) for odd $N$ couples $c_N$ only to lower odd $c_j$, so they all vanish. The condition at the origin is that $\tilde v_\tau$ be even in $r$, starting with $\tilde v_\tau'(0)=0$. The all-electron $v_\tau$ is not even, so it cannot simply be kept inside the core, however small it is there. The same term appears when a semilocal potential is obtained by inversion, $\tilde v_l=\tilde v+\chi/\tilde u$: it diverges as $la_1/2r$. The program adds $a_1r(1-r/r_c)^2$ to $\tilde A$, which leaves value and slope at $r_c$ untouched, with $a_1=0.2$ Å⁻¹, and asserts both polynomial coefficients and the absence of the $p$ term for even $\tilde A$. For the $p$ wave at the 3s energy the coefficient is $\tfrac12\times0.2\times7.620=0.762$ eV Å, a spurious repulsive Coulomb term in the inverted potential.

The last condition has no counterpart for a local potential. Suppose $\tilde A\le-\eta<0$ in some ball, and take $\phi=b(\mathbf r)e^{i\mathbf k\cdot\mathbf r}$ with $b$ real, smooth and confined to the ball. Then $|\nabla\phi|^2=|\nabla b|^2+k^2b^2$, so the kinetic expectation value is at most $-\tfrac12\eta k^2\int b^2$. The local potential contributes an amount independent of $k$. The overlaps $\langle p_i|\phi\rangle$ are Fourier components of the integrable functions $p_ib$ and tend to zero as $k$ grows, so a finite number of projector terms drops out of both the Hamiltonian and the overlap. The Rayleigh quotient goes to $-\infty$ as $-\tfrac12\eta k^2$. There is no ground state, and in a finite basis the lowest state sits at the cutoff, with an energy proportional to $-h^{-2}$ for grid spacing $h$. A zero of $\tilde A$ is also a singular point of (7). One needs $1+\tilde v_\tau>0$ everywhere. The program discretizes the $l=0$ kinetic operator with $A=1-d\exp[-(r/0.5\,\text{Å})^2]$ in a sphere of radius 2 Å. For $d=0.7$ the lowest level is $9.29$ eV with 400 points and $9.30$ eV with 800, approaching $9.32$ eV with an error linear in $h$. For $d=1.3$ it is $-2.21\times10^5$ eV and $-8.845\times10^5$ eV, a ratio of $4.00$; only the ratio has meaning, the prefactor belonging to the discretization. Matching at $r_c$ does not secure positivity. The quadratic form used above has $\tilde A(0)=A-A'r_c/2=1.0584-0.8569\times0.55=0.587$ for magnesium, still positive but far from 1, and it would reach zero for a slope of $2A/r_c=1.92$ Å⁻¹, a little over twice the actual one.

These conditions belong to the construction (16) and to the operator that acts on the plane-wave grid. The PAW transformation as such asks only for localized projectors dual to the smooth waves and for completeness of the set within the sphere. If the projectors are made in some other way and the one-centre matrices are computed from the symmetric integrals $\int\tfrac12AR_i'R_j'r^2dr$, then $D$ is symmetric whatever $\tilde A$ does, and with a complete, hence infinite, set the one-centre terms remove $\tilde H$ inside the sphere altogether. The equality outside $r_c$ is needed in any case, and for a finite set smoothness and positivity of $\tilde A$ are needed because $\tilde A$ lives on the grid.

On that grid $\tilde v_\tau$ is not an adjustable function. It is $e_\tau(\tilde n,\tilde\sigma,\tilde\tau)$, evaluated on the smooth valence quantities plus smooth core quantities, $\tilde n=\tilde n_v+\tilde n_c$ and $\tilde\tau=\tilde\tau_v+\tilde\tau_c$; the compensation charge is assumed to be kept out of the exchange-correlation term. There is a reason to use this same function in the generator. Suppose the projectors came from $\tilde H$ but the calculation runs with $\tilde H'$, and $D'_{ij}=\varepsilon_jS_{ij}-\langle\tilde u_i|\tilde H'|\tilde u_j\rangle$ is evaluated consistently, so that $D'_{ij}-\varepsilon_jq_{ij}=\langle\tilde u_i|\chi'_j\rangle$ with $\chi_j'=(\varepsilon_j-\tilde H')\tilde u_j$. The pseudo-equation then leaves the residual $-\chi_j'+\sum_ip_i\langle\tilde u_i|\chi'_j\rangle$, which vanishes only if $\chi_j'$ lies in the span of the projectors. A difference in the local potential can be restored by adding a fixed short-ranged potential on the grid. A difference $\delta A$ in the mass term in general cannot. For two waves of the same $l$ the identity behind the two-wave argument reads $\tfrac12(\delta A\,\tilde W_{ij})'=\tilde u_i\,\delta\chi_j-\tilde u_j\,\delta\chi_i$, with $\tilde W_{ij}$ the Wronskian of the smooth waves and $\delta\chi_j=\chi'_j-\chi_j$. If each $\delta\chi_j$ has to lie in the span of the projectors, only a family of $\delta A$ with a few parameters is left. An arbitrary difference requires that a fixed short-ranged mass term be carried along as well. The conditions on $\tilde v_\tau$ thus become conditions on $\tilde n$ and $\tilde\tau$.

Equality outside $r_c$ is secured by $\tilde n_c=n_c$ and $\tilde\tau_c=\tau_c$ there, which means supplying the tail of the core kinetic energy density along with the tail of the core density. In magnesium at 1.10 Å the core holds $0.01330$ of $0.09049$ Å⁻³ of the density, 15%, but $0.9885$ of $1.0202$ eV Å⁻³ of $\tau$, 97%. The 3s wave has the logarithmic slope $R'/R=-0.25145/0.76608=-0.33$ Å⁻¹ at this radius, and by (4) the valence part of $\tau$ is $(2/8\pi)(0.25145/1.10)^2\times7.620=0.032$ eV Å⁻³. With the core density kept and $\tau_c$ omitted, $\alpha$ falls from $1.8527$ to $-0.6244$; the difference is $\tau_c/\tau_{\rm unif}$, with $\tau_{\rm unif}=0.9885/2.4771=0.399$ eV Å⁻³. No set of orbitals gives a negative $\alpha$, so whatever the functional's formula returns there is an extrapolation beyond any physical density. Continuity of $\tilde v_\tau$ at $r_c$ follows from continuity of $\tilde n$, $\tilde n'$ and $\tilde\tau$, since $\tilde\sigma=\tilde n'^2$. For the slope, the chain rule gives $v_\tau'=e_{n\tau}n'+e_{\sigma\tau}\sigma'+e_{\tau\tau}\tau'$ with $\sigma'=2n'n''$. The second derivatives of $e$ depend only on $n,\sigma,\tau$ and are continuous if $e$ is twice continuously differentiable there, and $n'$ is continuous, so

$$[v_\tau']=e_{\tau\tau}[\tau']+2e_{\sigma\tau}\,n'\,[n''] .\tag{22}$$

By (4), $\tilde\tau_v'$ and $\tilde n_v''$ contain $\tilde R''$. A matched slope of $\tilde v_\tau$ is therefore obtained when the smooth waves and $\tilde n_c$ are matched through the second derivative and $\tilde\tau_c$ through the first; for general order $M$, through $M+1$, $M+1$ and $M$. The local potential asks for nothing more. The same chain rule applied to $g=2e_\sigma n'$ gives $[v]=-[g']=-(2e_\sigma+4e_{\sigma\sigma}n'^2)[n'']-2e_{\sigma\tau}n'[\tau']$, which vanishes under the same conditions; when they fail, the second and third terms of (19) both appear. This expression for $[v]$ is derived here and not tested numerically. Evenness at the origin is inherited: an even $\tilde n$ has odd $\tilde n'$ and even $\tilde\sigma$, both terms of $\tau$ in (4) are even for $\tilde R=r^l\times$ even, and so $\tilde v_\tau$ is even provided $\tilde n_c$ and $\tilde\tau_c$ are even and $e$ is smooth in $\sigma$ at $\sigma=0$. A term linear in $|\nabla n|$ would spoil it.

The smooth core functions must also keep $\tilde\tau\ge\tau_W[\tilde n]$ inside the sphere, which independent interpolations of $n_c$ and $\tau_c$ do not guarantee. For two positive densities, bringing the three fractions to the common denominator $n_1n_2(n_1+n_2)$ and cancelling the terms $n_1n_2|\nabla n_1|^2$ and $n_1n_2|\nabla n_2|^2$ gives

$$\frac{|\nabla n_1|^2}{n_1}+\frac{|\nabla n_2|^2}{n_2}-\frac{|\nabla n_1+\nabla n_2|^2}{n_1+n_2}=\frac{|n_2\nabla n_1-n_1\nabla n_2|^2}{n_1n_2(n_1+n_2)}\ge0 ,$$

so $\tau_W[n_1+n_2]\le\tau_W[n_1]+\tau_W[n_2]$. A single real orbital has $\tau=\tau_W$, as (4) shows for $l=0$, and repeated use of the inequality gives $\tilde\tau_v\ge\tau_W[\tilde n_v]$ for any set of real smooth orbitals with positive occupations, a complex orbital counting as two. It is then enough that $\tilde\tau_c\ge\tau_W[\tilde n_c]$, and this is built in by interpolating the excess:

$$\tilde n_c=e^{\,b_0+b_1r^2+b_2r^4},\qquad \tilde\tau_c=\frac{\tilde n_c'^2}{8\tilde n_c}+e^{\,d_0+d_1r^2}\qquad(r<r_c).\tag{23}$$

The three $b$ match $\ln n_c$ and its first two derivatives at $r_c$, and the two $d$ match the logarithm of $\tau_c-\tau_W[n_c]$, which is non-negative for an all-electron core and has to be positive at $r_c$, and its first derivative. The first term of $\tilde\tau_c$ then has a continuous slope because $\tilde n_c''$ is matched. All functions are even, and the bound holds for every valence state of the atom or solid, not only the reference one.

For magnesium, with the smooth 3s wave matched through second order, (23) gives a $\tilde v_\tau$ that joins the all-electron value at $r_c$ and whose slope jump is zero to five decimals. If the excess is frozen at its value at $r_c$ ($d_1=0$), the slope jumps by $0.11921$ Å⁻¹; if $\tilde n_c$ is matched only through the first derivative ($b_2=0$) while $\tilde\tau_c$ keeps its matched form, it jumps by $-0.08264$ Å⁻¹. These are 14% and 10% of the all-electron slope $0.857$ Å⁻¹ (a change of the radial basis moves the first jump by $2\times10^{-5}$ and the second by $5\times10^{-4}$ Å⁻¹), and each agrees with its term of (22), the slopes being taken by finite differences in $r$ and the second derivatives of $e$ by finite differences in $\tau$ and $\sigma$. For the first of them the middle term of (19) is $\tfrac12\times0.11921\times0.25145\times7.620=0.114$ eV Å$^{-1/2}$ in the 3s projector. This is not the height of the whole step: the same jump of $\tilde\tau'$ makes $\tilde v$ discontinuous, and the third term of (19) has to be added. Here $[v]=-0.35$ eV, so $[v]u=-0.27$ eV Å$^{-1/2}$ outweighs the middle term and the whole step is about $-0.15$ eV Å$^{-1/2}$, of the opposite sign. Inside the sphere the smallest value of $\tilde\tau-\tau_W$ on the sampled radii is $0.74$ eV Å⁻³. At the origin the ratio of the increment of $\tilde v_\tau$ from $h$ to $2h$ to that from $0$ to $h$, which is 3 for a quadratic start and 1 for a linear one, is $3.000$. The function has $\tilde v_\tau(0)=0.017$ and stays between $0.009$ and $0.062$, so the mass remains within about 6% of 1, in contrast to the value $0.587-1=-0.413$ at the origin for the quadratic interpolation with the same value and slope at $r_c$.

The narrow range does not mean a soft function. A $\tilde v_\tau$ that arrives at $0.058$ with slope $0.857$ Å⁻¹ and never falls below $0.009$ must lose that slope within a distance of order $(0.058-0.009)/0.857\approx0.06$ Å inside $r_c$, a small fraction of the core radius of 1.10 Å. The matching conditions fix the power of $k$ in the asymptotic tail (20) only as far as $\chi$ is smooth inside the sphere. r²SCAN changes its formula where $\bar\alpha=\tau_P/(\tau_{\rm unif}+10^{-3}\tau_W)$ equals $2.5$, and the third derivative of $v_\tau$ with respect to $\bar\alpha$ jumps there; the smooth magnesium densities cross this value at about $0.82$ and $1.06$ Å, so $\tilde A'''$ and in general $\chi''$ jump inside the sphere and the tail falls no faster than $k^{-4}$, however high the order of matching at $r_c$. Nor do the conditions say anything about the wave number at which the tail begins. The projector vanishes outside $r_c$, so that wave number depends on how fast $\tilde v_\tau$, $\tilde v$ and $\tilde u$ vary inside the sphere; it is not computed here. The structure of $v_\tau$ outside the sphere cannot be pseudized at all and has to be carried by the grid, so the radial profile of $v_\tau$ is one of the data to be inspected when the core radius of a meta-GGA data set is chosen.

## Table of computed values

```
Mg r2SCAN E spline -5443.483 eV, Gaussian -5443.481 eV
eps 1s 2s 3s 2p [eV]: -1266.4454 -82.7135 -4.8112 -48.1710
eps 3s Gaussian -4.8107 eV; with mass set to 1 -5.3956 eV
3s shooting: flux form -4.8112 eV, u form -4.8112 eV
2p shooting: flux form -48.1710 eV, u form -48.1710 eV
3s with the A'/2r term dropped -5.0111 eV
v_tau(0) 0.002645, a1 0.03237 1/A, 8 n e_sigma(0) -0.002562, Zeff 12.03074
c1 Galerkin 1s 2s 3s 2p [1/A]: -22.6748 -22.6748 -22.6748 -11.3454
c1 formula s -22.6748, p -11.3455 1/A
relative deviation 1s 2s 3s 2p: 1.7e-08 4.1e-08 4.1e-08 6.3e-06
-Z/a0 -22.6169 1/A, Kato -Z -22.6767 1/A
n'/n(0) -45.3497, formula -45.3497 1/A
model Z=3, A=1+0.5exp(-r/0.25 A), l=0: c1 -3.7795, formula -3.7795 1/A
model Z=3, A=1+0.5exp(-r/0.25 A), l=1: c1 -1.5564, formula -1.5564 1/A
ZORA mass Z=50 1s: shooting -36486.26 eV, exact -36486.26 eV
ZORA exponent of u, l=0: 0.93106, formula 0.93106
ZORA exponent of u, l=1: 1.69318, formula 1.69318
A~r^0.5, l=1: exponent of R 0.8508, formula 0.8508
rc 1.10 A: v_tau 0.05840, mass 0.94482, A' 0.85694 1/A, v -17.9163 eV
3s at rc: u 0.76608 A^-1/2, u'-u/r -0.25145 A^-3/2, norm in rc 0.18646
d(u'/u)/deps -0.078788, formula -0.078788, with A=1 -0.083390 1/(A eV)
eps1 -4.8112 eV, eps2 5.1888 eV, S12 0.43033
jump: [A] 0.10, [A'] 0.00 1/A, decay power 1.005
  delta weight -0.09580, formula -0.09580 eV A^1/2
  D12-D21 0.40658, formula 0.40658 eV
kink: [A] 0.00, [A'] 0.50 1/A, decay power 2.003
  delta weight -0.00000, formula -0.00000 eV A^1/2
  D12-D21 -0.00000, formula -0.00000 eV
  chi(rc-) 0.47900, formula 0.47900 eV A^-1/2
C1: [A] 0.00, [A'] 0.00 1/A, decay power 3.000
  delta weight -0.00000, formula -0.00000 eV A^1/2
  D12-D21 -0.00000, formula -0.00000 eV
  chi(rc-) -0.00000, formula -0.00000 eV A^-1/2
a1 0.20 1/A, p wave: chi/(c0 r) at 0 0.7620 eV A
A=1-0.7exp(-(r/0.5 A)^2), 2 A box, 400/800 pts: 9.2928 / 9.3042 eV
A=1-1.3exp(-(r/0.5 A)^2), 2 A box, 400/800 pts: -2.21e+05 / -8.845e+05 eV
at rc: n 0.09049, core n 0.01330 A^-3
at rc: tau 1.0202, core tau 0.9885 eV A^-3
alpha(rc) 1.8527, without core tau -0.6244
n C2, tau C1: [v_tau'] -0.00000, formula 0.00000 1/A
n C2, tau C0: [v_tau'] 0.11921, formula 0.11921 1/A
n C1, tau C1: [v_tau'] -0.08264, formula -0.08264 1/A
pseudo v_tau(0) 0.01725, min 0.00903, max 0.06230
increment ratio at origin 3.000 (even 3, linear 1); min tau-tauW 0.7394 eV A^-3
```
